\section*{Hg 6s lowering, band inversion and the zero-gap HgTe–CdTe alloy}

\section*{The problem}

CdTe and HgTe have the same zinc-blende structure, and their cations come from the same column of the periodic table. At the zone centre $\Gamma$ the states near the Fermi level are a twofold level $\Gamma_6$, built from s orbitals, and p-like levels $\Gamma_8$ and $\Gamma_7$. Define the signed gap
\begin{equation}
E_g=E(\Gamma_6)-E(\Gamma_8).
\end{equation}
Measured low-temperature values are roughly $E_C=1.6$ eV for CdTe and $E_H=-0.3$ eV for HgTe. These two rough numbers are inputs. The questions are what the s level of the cation has to do with the sign, what the sign does to the bands, and at which composition $x$ the alloy Hg$_{1-x}$Cd$_x$Te has $E_g=0$.

The energy of $\Gamma_8$ is the zero for the solid. Energies are in eV and wave numbers $k$ in \AA$^{-1}$. The crystal is unstrained, electrons move in a mean field, and the small splittings caused by the missing inversion centre are neglected.

\section*{(a) The spinors at $\Gamma$}

\textit{Question.} The p orbitals $X,Y,Z$ have a common energy $\varepsilon_p$ before spin-orbit coupling, which acts on them as $(\Delta/3)\,\mathbf L\cdot\boldsymbol\sigma$, with $\mathbf L$ in units of $\hbar$ and $\Delta>0$. Find the levels, and the spinors with $m_j=\tfrac32$ and $\tfrac12$.

\textit{Solution.} Since $\boldsymbol\sigma=2\mathbf S$ and $\mathbf J=\mathbf L+\mathbf S$,
\begin{equation}
\mathbf L\cdot\boldsymbol\sigma=\mathbf J^2-\mathbf L^2-\mathbf S^2=j(j+1)-2-\tfrac34 .
\end{equation}
This is $1$ for $j=\tfrac32$ and $-2$ for $j=\tfrac12$. The fourfold level $\Gamma_8$ therefore lies at $\varepsilon_p+\Delta/3$ and the twofold level $\Gamma_7$ at $\varepsilon_p-2\Delta/3$. Setting $\Gamma_8$ to zero means $\varepsilon_p=-\Delta/3$ and puts $\Gamma_7$ at $-\Delta$. An s orbital has $L=0$, so $\Gamma_6$ is not split.

With $|1,1\rangle=-(X+iY)/\sqrt2$ and $|1,0\rangle=Z$, coupling to spin gives
\begin{align}
|\tfrac32,\tfrac32\rangle&=-\tfrac1{\sqrt2}(X+iY)\uparrow,\\
|\tfrac32,\tfrac12\rangle&=\sqrt{\tfrac23}\,Z\uparrow-\tfrac1{\sqrt6}(X+iY)\downarrow,\\
|\tfrac12,\tfrac12\rangle&=-\tfrac1{\sqrt3}\,Z\uparrow-\tfrac1{\sqrt3}(X+iY)\downarrow .
\end{align}
The last two are orthogonal: the $Z\uparrow$ parts contribute $-\sqrt2/3$ to their overlap and the $\downarrow$ parts $2/\sqrt{18}=\sqrt2/3$. Their $Z\uparrow$ amplitudes will set the coupling to the s band.

\section*{(b) How the cation s level moves $\Gamma_6$}

\textit{Question.} At $\Gamma$ let the cation s level $\varepsilon_s$ and the anion s level $\varepsilon_a<0$ be coupled by a real matrix element $V\neq0$, with $\varepsilon_s>\varepsilon_a$. The upper eigenstate is $\Gamma_6$. How does its energy $E_6$ respond to $\varepsilon_s$, and when does it fall below $\Gamma_8$?

\textit{Solution.} By symmetry the s orbitals do not mix with p orbitals at $\Gamma$, so the problem is two-dimensional:
\begin{equation}
(\varepsilon_s-E)(\varepsilon_a-E)=V^2 .
\label{sec}
\end{equation}
Let $d=\varepsilon_s-\varepsilon_a$ and $S=\sqrt{d^2+4V^2}$. The upper root is
\begin{equation}
E_6=\tfrac12(\varepsilon_s+\varepsilon_a)+\tfrac12S .
\label{e6}
\end{equation}
At fixed $\varepsilon_a$ and $V$, $dS/d\varepsilon_s=d/S$, so
\begin{equation}
\frac{dE_6}{d\varepsilon_s}=\frac12\left(1+\frac dS\right)\equiv w,\qquad
\frac{d^2E_6}{d\varepsilon_s^2}=\frac12\,\frac{S-d^2/S}{S^2}=\frac{2V^2}{S^3}>0 .
\label{w}
\end{equation}

The slope $w$ is the weight of the cation orbital. If the eigenvector is $(a,b)$, its first row gives $b/a=(E_6-\varepsilon_s)/V$. With \eqref{sec}, $b^2/a^2=(E_6-\varepsilon_s)/(E_6-\varepsilon_a)$. Because $E_6-\varepsilon_a=(S+d)/2$ and $E_6-\varepsilon_s=(S-d)/2$,
\begin{equation}
\frac{a^2}{a^2+b^2}=\frac{E_6-\varepsilon_a}{S}=\frac12\left(1+\frac dS\right)=w .
\end{equation}
For $d>0$ this lies between $\tfrac12$ and 1. Integrating the slope, a rise of $\varepsilon_s$ by $D>0$ raises $\Gamma_6$ by an amount bounded by
\begin{equation}
\tfrac12D\le E_6(\varepsilon_s+D)-E_6(\varepsilon_s)\le D .
\label{bound}
\end{equation}
The bounds do not contain $V$, but they need $\varepsilon_s>\varepsilon_a$ at the start.

At the crossing $E_6=0$, and \eqref{sec} becomes $\varepsilon_s\varepsilon_a=V^2$. The critical level is
\begin{equation}
\varepsilon_s^*=\frac{V^2}{\varepsilon_a}=-\frac{V^2}{|\varepsilon_a|} .
\label{crit}
\end{equation}
Since $w>0$, the order is inverted for $\varepsilon_s<\varepsilon_s^*$ and normal for $\varepsilon_s>\varepsilon_s^*$. The cation level must lie some way below $\Gamma_8$, because the anion s orbital pushes the antibonding state up.

\section*{(c) Is the relativistic lowering of Hg 6s large enough?}

\textit{Question.} Explain why relativity tends to lower an s level, and estimate the lowering for Cd and Hg atoms. Then use (b) to find what HgTe would be without it, and whether the difference between the two cation s levels accounts for the whole change from CdTe to HgTe.

\textit{Solution.} In atomic units, with the rest energy subtracted, the radial Dirac equations for the large and small components $G$ and $F$ are
\begin{align}
c\left(\frac{d}{dr}+\frac\kappa r\right)G&=(2c^2+\varepsilon-v)F,\\
c\left(-\frac{d}{dr}+\frac\kappa r\right)F&=(\varepsilon-v)G ,
\end{align}
where $v(r)$ is the mean-field potential and $\kappa=-1$ for s states. Multiply the second equation by $G$, integrate, and move the derivative from $F$ to $G$; the boundary terms vanish. Inserting $F$ from the first equation gives
\begin{equation}
\varepsilon\int G^2dr=\int vG^2dr+\int\frac{c^2\,(G'+\kappa G/r)^2}{2c^2+\varepsilon-v}\,dr .
\label{kin}
\end{equation}
For $c\to\infty$ the last term is the usual kinetic energy, $\tfrac12\int(G'+\kappa G/r)^2dr$. At finite $c$ the denominator is larger wherever $\varepsilon>v$, above all near the nucleus, where $v$ is very negative. Kinetic energy costs less there. Where $\varepsilon<v$ it costs more, so the sign is not fixed for every potential, but in an atomic potential the nuclear region dominates and the s level falls: for Hg 6s about nine tenths of the first-order shift arises within 0.05 bohr of the nucleus. In an atom the potential changes too, because the other shells also respond, so the net shift has to be computed. For Hg 6s the drop in the fixed nonrelativistic potential is about 3 eV, and self-consistency halves it.

The following levels are orbital energies of free atoms in the spin-unpolarized local-density approximation (Slater exchange, VWN correlation), with a spherical density and a point nucleus. The radial equations were solved self-consistently in a Gaussian basis, once in Dirac form and once in the nonrelativistic limit.
\begin{center}
\begin{tabular}{lccc}
level & nonrelativistic (eV) & Dirac (eV) & lowering (eV)\\
Cd 5s & $-5.56$ & $-5.96$ & 0.40\\
Hg 6s & $-5.58$ & $-7.14$ & 1.56
\end{tabular}
\end{center}
Without relativity the two levels differ by only 0.02 eV. With it, Hg 6s lies 1.18 eV below Cd 5s. (A nucleus of finite size raises the Dirac 6s level of Hg by about 0.006 eV, so the last digit depends on that choice.) At this level of theory the difference between these two free-atom s levels is thus almost entirely relativistic.

For the solid, take the round values $\varepsilon_a=-10$ eV and $V=5$ eV. The first is guided by the Dirac levels of Te from the same calculation: 5s at $-15.3$ eV and 5p$_{3/2}$ at $-5.9$ eV, about 9.5 eV apart. The effective cation level that reproduces a given gap follows from \eqref{sec} with $E=E_g$:
\begin{equation}
\varepsilon_s=E_g-\frac{V^2}{E_g-\varepsilon_a} .
\label{cal}
\end{equation}
Hence
\begin{align}
\text{HgTe:}\quad \varepsilon_s&=-0.3-\frac{25}{9.7}=-2.88\ \text{eV},\\
\text{CdTe:}\quad \varepsilon_s&=1.6-\frac{25}{11.6}=-0.56\ \text{eV},\\
\text{critical:}\quad \varepsilon_s^*&=-\frac{25}{10}=-2.50\ \text{eV}.
\end{align}
The HgTe level is below the critical one by about 0.4 eV, much less than the relativistic lowering.

Now undo the lowering of 6s and hold everything else fixed, including $V$ and the spin-orbit splitting. The level rises to $-2.88+1.56=-1.32$ eV, and \eqref{e6} gives
\begin{equation}
E_6=\frac{-1.32-10}{2}+\sqrt{\left(\frac{8.68}{2}\right)^2+25}\approx0.96\ \text{eV}.
\end{equation}
HgTe would have the normal order. This step assumes that the free-atom shift carries over in full to the effective level in the crystal; for these parameters about a quarter of it, $0.38/1.56$, is enough to reach the crossing. This conclusion does not hinge on the chosen $V$. If $\varepsilon_s$ is fitted again to $-0.3$ eV for each coupling, the same step gives 1.26, 1.17 and 0.71 eV for $V=0$, 2.5 and 7.5 eV. By \eqref{bound} the gap would be at least $-0.3+1.56/2\approx0.48$ eV as long as $\varepsilon_s>\varepsilon_a$ in HgTe. By \eqref{cal} that means $V<E_H-\varepsilon_a=9.7$ eV.

The reverse experiment starts from CdTe and lowers its cation level by the atomic difference alone, to $-0.56-1.18=-1.74$ eV. Equation \eqref{e6} then gives a gap of about $0.62$ eV, which is still positive. For the chosen $\varepsilon_a$ and $V$ the effective levels differ by 2.32 eV, and the atomic difference supplies about half of that; the share changes with these two parameters. So the 6s lowering is necessary for the inversion of HgTe in this model, but the Cd-to-Hg difference in atomic s levels does not by itself carry CdTe through zero. The rest must come from quantities held fixed here, such as the position of $\Gamma_8$, the coupling $V$, or the change of the atomic levels in the crystal. The model does not divide it among them. It also leaves out the filled cation d shells, which can mix with $\Gamma_8$ and push it up. In the same approximation the Dirac d$_{5/2}$ level lies at $-11.6$ eV in Cd and $-9.4$ eV in Hg, against $-12.8$ and $-12.3$ eV without relativity, so part of the remainder may itself be relativistic.

\section*{(d) What the sign of $E_g$ does to the bands}

\textit{Question.} Couple $\Gamma_6$ to the p spinors by the $\mathbf k\cdot\mathbf p$ term and find the dispersion near $\Gamma$ for both signs of $E_g$. Which levels are filled?

\textit{Solution.} Kane's eight-band model keeps $\Gamma_6$, $\Gamma_8$ and $\Gamma_7$. With a suitable phase of the orbitals, $(\hbar/m)\langle S|p_z|Z\rangle=iP$ with $P$ real, and likewise for $x$ and $y$. The free-electron term $\hbar^2k^2/2m$ is the same for all eight states, so let
\begin{equation}
E'=E-\frac{\hbar^2k^2}{2m} .
\end{equation}
The s--p coupling is a scalar product of $\mathbf k$ with the vector $(X,Y,Z)$, and the spin-orbit term is a scalar. Rotating $\mathbf k$, orbitals and spin together leaves the model unchanged. The energies depend on $|\mathbf k|$ alone, and we may take $\mathbf k$ along $z$.

Then $S\uparrow$ couples to $Z\uparrow$ with strength $iPk$. The state $|\tfrac32,\tfrac32\rangle$ contains no $Z$ and stays at $E'=0$: it is the heavy branch. From the amplitudes in (a), the other states with $m_j=\tfrac12$ form the matrix
\begin{equation}
\begin{pmatrix}
E_g & i\sqrt{\tfrac23}Pk & -\tfrac{i}{\sqrt3}Pk\\
-i\sqrt{\tfrac23}Pk & 0 & 0\\
\tfrac{i}{\sqrt3}Pk & 0 & -\Delta
\end{pmatrix}.
\end{equation}
Its characteristic determinant is
\begin{equation}
(E_g-E')E'(E'+\Delta)+\tfrac23P^2k^2(E'+\Delta)+\tfrac13P^2k^2E'=0 ,
\end{equation}
because $(-E')(-\Delta-E')=E'(E'+\Delta)$ in the first term, while each squared coupling enters with a minus sign and multiplies the diagonal element of the state it leaves out. Collecting the $k^2$ terms,
\begin{equation}
E'(E'-E_g)(E'+\Delta)=P^2k^2\left(E'+\tfrac23\Delta\right).
\label{cubic}
\end{equation}
The states with $m_j=-\tfrac12$ have couplings of the same magnitudes and give the same equation, so each root is double.

For $E_g\ne0$ and $Pk$ small beside both $|E_g|$ and $\Delta$, the roots follow by expansion. Near $E'=0$ the left side is $-E_gE'\Delta$ and the right side $\tfrac23P^2k^2\Delta$, so the light $\Gamma_8$ branch is
\begin{equation}
E'_{\rm light}=-\frac{2P^2k^2}{3E_g} .
\label{light}
\end{equation}
Near $E'=E_g$, with $E_g+\Delta$ not small,
\begin{equation}
E'_{\Gamma_6}-E_g=P^2k^2\,\frac{E_g+\frac23\Delta}{E_g(E_g+\Delta)}
=\frac{P^2k^2}{3}\left(\frac2{E_g}+\frac1{E_g+\Delta}\right).
\label{g6}
\end{equation}
Putting the bracket over a common denominator gives $3E_g+2\Delta$ in the numerator, which confirms the second form.

For $E_g>0$ the interband term bends $\Gamma_6$ up and the light branch down, as repelling levels do. For $-\tfrac23\Delta<E_g<0$ both signs are reversed. For still lower $\Gamma_6$, between $-\Delta$ and $-\tfrac23\Delta$, repulsion from $\Gamma_7$ below outweighs that from $\Gamma_8$ above, and \eqref{g6} turns positive again.

To see the sizes, take the round values $\Delta=1$ eV and $E_P\equiv2mP^2/\hbar^2=18$ eV, that is $P=8.28$ eV\,\AA. Then $P^2k^2=E_P\,\hbar^2k^2/2m$. Restoring the free-electron term and writing the $k^2$ part of $E$ as $\hbar^2k^2/2m^*$,
\begin{equation}
\left(\frac m{m^*}\right)_{\rm light}=1-\frac{2E_P}{3E_g},\qquad
\left(\frac m{m^*}\right)_{\Gamma_6}=1+\frac{E_P}{3}\left(\frac2{E_g}+\frac1{E_g+\Delta}\right).
\end{equation}
For CdTe these are $1-7.5=-6.5$ and $1+6(1.25+0.385)=10.8$, so $m^*=-0.15\,m$ and $0.093\,m$. For HgTe they are $1+40=41$ and $1+6(-6.67+1.43)=-30.4$, so $m^*=0.024\,m$ and $-0.033\,m$. The light $\Gamma_8$ branch has become an electron band and $\Gamma_6$ a hole band.

The filling completes the picture. A unit cell has eight valence electrons, two from the cation and six from Te. Two fill the bonding s band far below, the lower root of \eqref{sec}, and six remain for the eight Kane states. In normal order they fill $\Gamma_7$ (two) and $\Gamma_8$ (four), and the gap at $\Gamma$ is $E_g$. In inverted order two go into $\Gamma_7$ and two into $\Gamma_6$, which leaves two for the four states of $\Gamma_8$. Cubic symmetry keeps these four degenerate, so the gap between filled and empty states at $\Gamma$ is zero throughout the inverted range. The $-0.3$ eV of HgTe is a distance between levels and not an excitation gap.

The eight-band matrix does not settle the fate of the heavy branch: with $E'=0$ its energy is $\hbar^2k^2/2m$, which bends up. Bands outside the model must bend it down. With that assumption, the light branch is the conduction band and the heavy one the valence band, and they touch at $\Gamma$. A strain that lowers the cubic symmetry can split $\Gamma_8$ and so lift the contact at $\Gamma$. This need not open a gap everywhere. If a uniaxial strain along [001] or [111] raises the heavy states above the light ones at $\Gamma$, the falling heavy branch and the rising light branch still cross for $\mathbf k$ along that axis, where the rotation symmetry keeps $|m_j|=\tfrac32$ and $\tfrac12$ from mixing. Along a direction of lower symmetry such as [110], the cubic anisotropy of the remote-band terms mixes them and the crossing is weakly avoided.

\section*{(e) The composition at which $E_g$ vanishes}

\textit{Question.} Treat the alloy as a virtual crystal whose Kane matrix is the average of those of its components, with common $P$ and $\Delta$. Find the composition with $E_g=0$, the dispersion there, and the effect of averaging the cation s level instead of the gap.

\textit{Solution.} The two matrices differ only in the element $E_g$, so
\begin{equation}
E_g(x)=(1-x)E_H+xE_C .
\end{equation}
An offset between the $\Gamma_8$ levels of the two compounds would move all eight states together and drop out of the gap. Setting $E_g(x_0)=0$,
\begin{equation}
x_0=\frac{-E_H}{E_C-E_H}=\frac{0.3}{1.6+0.3}\approx0.16 .
\end{equation}
Since $E_g(x)$ rises with $x$, alloys with $x<x_0$ are inverted and those with $x>x_0$ are normal. If each gap is uncertain by 0.05 eV, $x_0$ ranges from $0.25/1.90=0.13$ to $0.35/1.90=0.18$. The gaps depend on temperature and pressure, and $x_0$ moves with them.

At $x_0$ the levels $\Gamma_6$ and $\Gamma_8$ form one sixfold level. Expansions \eqref{light} and \eqref{g6} fail there, since they divide by $E_g$. Equation \eqref{cubic} with $E_g=0$ is
\begin{equation}
E'^2(E'+\Delta)=P^2k^2\left(E'+\tfrac23\Delta\right),
\end{equation}
and for $|E'|\ll\Delta$ it gives
\begin{equation}
E'=\pm\sqrt{\tfrac23}\,Pk .
\end{equation}
The slope is $0.816\times8.28=6.76$ eV\,\AA. Divided by $\hbar$, this is a velocity of $1.0\times10^6$ m/s. The bands are linear, and the heavy branch passes through the same point.

Now average the cation level, with $\varepsilon_a$ and $V$ fixed. The crossing is where the average equals $\varepsilon_s^*$:
\begin{equation}
x_1=\frac{\varepsilon_s^*-\varepsilon_{s,H}}{\varepsilon_{s,C}-\varepsilon_{s,H}}
=\frac{-2.50+2.88}{-0.56+2.88}\approx0.16 ,
\end{equation}
where the subscripts $H$ and $C$ denote HgTe and CdTe. Before rounding to two digits, $x_0=0.158$ and $x_1=0.162$. The order of the two follows from \eqref{w}. As $E_6$ is strictly convex in $\varepsilon_s$, its value at an averaged level lies below the average of its end values. At $x_0$ that average is zero, so $E_6<0$ and more Cd is needed to reach the crossing. The shift of about 0.005 is small beside the spread from the input gaps. This compares two ways of averaging; it does not measure the error of the virtual crystal itself, which ignores local disorder and differences in bond length.
